# Steady-state recombination at an amphoteric defect and its two-level approximation

A defect in a semiconductor can hold zero, one or two electrons in its gap orbital. The corresponding charge states are $D^+$, $D^0$ and $D^-$. The defect density is $N_t$, and the fractions in the three states are $f_+$, $f_0$ and $f_-$, with $f_++f_0+f_-=1$. Adding the first electron costs the energy $\varepsilon_1$ and adding the second costs $\varepsilon_2=\varepsilon_1+U$. The effective correlation energy $U$ may have either sign, since lattice relaxation can outweigh the repulsion. $D^0$ has two spin states of equal energy; $D^+$ and $D^-$ have one state each.

The electron density $n$ and hole density $p$ are given. Carriers are nondegenerate and thermal within each band. One carrier is exchanged at a time, excited defect states and transfer between defects are neglected, and the capture coefficients do not depend on injection. Link 1 joins $D^+$ and $D^0$, link 2 joins $D^0$ and $D^-$:

- $c_{n1}$: electron capture by $D^+$; $c_{p1}$: hole capture by $D^0$.
- $c_{n2}$: electron capture by $D^0$; $c_{p2}$: hole capture by $D^-$.

All four are positive. Energies are in eV, densities in cm$^{-3}$ and times in s, the natural units here.

## (a) Find the emission rates

**Question.** Express the four emission rates through the capture coefficients, the levels and the effective densities of states $N_c$, $N_v$.

**Solution.** In equilibrium at Fermi level $E_F$, the Gibbs weights are

$$f_+:f_0:f_-=1:2e^{(E_F-\varepsilon_1)/kT}:e^{(2E_F-\varepsilon_1-\varepsilon_2)/kT},$$

where the factor 2 counts the spin states. The carrier densities are $n=N_ce^{-(E_c-E_F)/kT}$ and $p=N_ve^{-(E_F-E_v)/kT}$, so that $np=n_i^2$.

Detailed balance requires each process to balance its own reverse. For electrons on link 1, with emission rate $e_{n1}$ per $D^0$, this means $c_{n1}nf_+=e_{n1}f_0$. Hence

$$e_{n1}=c_{n1}N_ce^{-(E_c-E_F)/kT}\,\tfrac12e^{-(E_F-\varepsilon_1)/kT}=c_{n1}n_1,\qquad n_1=\tfrac12N_ce^{-(E_c-\varepsilon_1)/kT}.$$

On link 2, $f_0/f_-=2e^{-(E_F-\varepsilon_2)/kT}$. The same step gives

$$e_{n2}=c_{n2}n_2,\qquad n_2=2N_ce^{-(E_c-\varepsilon_2)/kT}.$$

These results also say that $f_0/f_+=n/n_1$ and $f_-/f_0=n/n_2$ in equilibrium. A hole emitted by $D^+$ leaves $D^0$, so $c_{p1}pf_0=e_{p1}f_+$ and

$$e_{p1}=c_{p1}\,p\,\frac{n}{n_1}=c_{p1}p_1,\qquad p_1=\frac{n_i^2}{n_1}.$$

Likewise $e_{p2}=c_{p2}p_2$ with $p_2=n_i^2/n_2$. Emission enters nearly empty band states, so its rate does not depend on $n$ or $p$. The expressions therefore remain in force when the two bands are no longer in equilibrium with each other.

## (b) Find the steady-state occupations

**Question.** Solve the rate equations for given $n$ and $p$. Is the steady state unique and stable?

**Solution.** A defect moves up link $i$, gaining an electron, by electron capture or hole emission. It moves down by hole capture or electron emission. The index $i=1,2$ labels the link, so $n_i$ stands for $n_1$ or $n_2$; the square $n_i^2$ always means the equilibrium product $np$ from (a). The rates are

$$A_i=c_{ni}n+c_{pi}p_i,\qquad B_i=c_{pi}p+c_{ni}n_i .$$

The rate equations for the two end states are

$$\dot f_+=B_1f_0-A_1f_+,\qquad \dot f_-=A_2f_0-B_2f_- .$$

In the steady state each right-hand side vanishes, so $f_0/f_+=A_1/B_1$ and $f_-/f_0=A_2/B_2$. Multiplying the ratios by the common factor $B_1B_2$ gives

$$f_+=\frac{B_1B_2}{Z},\quad f_0=\frac{A_1B_2}{Z},\quad f_-=\frac{A_1A_2}{Z},\qquad Z=B_1B_2+A_1B_2+A_1A_2 .$$

For stability, insert $f_0=1-f_+-f_-$ and set $S_i=A_i+B_i$. Deviations from the steady state obey

$$\frac{d}{dt}\begin{pmatrix}\delta f_+\\ \delta f_-\end{pmatrix}=-\begin{pmatrix}S_1&B_1\\A_2&S_2\end{pmatrix}\begin{pmatrix}\delta f_+\\ \delta f_-\end{pmatrix}.$$

The determinant is $S_1S_2-B_1A_2=Z$, because $B_1A_2$ is the one product in $S_1S_2$ that is absent from $Z$. The decay rates $\lambda$ thus solve

$$\lambda^2-(S_1+S_2)\lambda+Z=0 .$$

The discriminant is $(S_1+S_2)^2-4Z=(S_1-S_2)^2+4B_1A_2>0$, so both roots are real. Their sum and product are positive, so both are positive. The steady state is unique, and every initial occupation decays to it.

## (c) Find the recombination rate

**Question.** Calculate the net recombination rate $R$ and relate it to the rates of single-level centres.

**Solution.** Count the net capture of electrons on both links:

$$\frac{R}{N_t}=c_{n1}(nf_+-n_1f_0)+c_{n2}(nf_0-n_2f_-).$$

Inserting the occupations of (b) turns this into

$$\frac{R}{N_t}=\frac{c_{n1}B_2(nB_1-n_1A_1)+c_{n2}A_1(nB_2-n_2A_2)}{Z}.$$

In each bracket the electron terms cancel:

$$nB_i-n_iA_i=c_{pi}np+c_{ni}nn_i-c_{ni}nn_i-c_{pi}n_ip_i=c_{pi}(np-n_i^2).$$

Therefore

$$R=N_t(np-n_i^2)\,\frac{c_{n1}c_{p1}B_2+c_{n2}c_{p2}A_1}{Z}.$$

The rate is positive for $np>n_i^2$, zero in equilibrium, and negative (generation) for $np<n_i^2$. Counting holes gives the same rate: the balance $A_if_{\text{lower}}=B_if_{\text{upper}}$, where "lower" has fewer electrons, rearranges to

$$c_{ni}(nf_{\text{lower}}-n_if_{\text{upper}})=c_{pi}(pf_{\text{upper}}-p_if_{\text{lower}}).$$

A centre with link $i$ alone has filled fraction $\varphi_i=A_i/S_i$ and empty fraction $B_i/S_i$. Its rate is

$$R_i=N_tc_{ni}\frac{nB_i-n_iA_i}{S_i}=N_t\frac{c_{ni}c_{pi}(np-n_i^2)}{c_{ni}(n+n_i)+c_{pi}(p+p_i)},$$

the Shockley–Read–Hall form. To introduce $R_1$ and $R_2$ into $R$, note that

$$f_++f_0=\frac{B_2S_1}{Z},\qquad f_0+f_-=\frac{A_1S_2}{Z}.$$

So $B_2/Z=(f_++f_0)/S_1$ and $A_1/Z=(f_0+f_-)/S_2$, and

$$R=(1-f_-)R_1+(1-f_+)R_2 .$$

A defect in $D^-$ cannot take part in link 1, and one in $D^+$ cannot take part in link 2. Each single-level rate is reduced by the fraction of defects unavailable to it.

## (d) Compare the occupations with an independent pair

**Question.** Replace each defect by two independent centres, one for each link, with unchanged levels, degeneracies and coefficients. How are the occupations and the mean charge related?

**Solution.** Each kind of centre has density $N_t$. The centre of link 1 is a donor, with charge $+1$ when empty and 0 when filled. That of link 2 is an acceptor, with charge 0 when empty and $-1$ when filled. Independence makes the joint probabilities products. Written as (link 1, link 2), with 1 for filled, they are

$$P_{00}=\frac{B_1B_2}{S_1S_2},\quad P_{10}=\frac{A_1B_2}{S_1S_2},\quad P_{11}=\frac{A_1A_2}{S_1S_2},\quad P_{01}=\frac{B_1A_2}{S_1S_2}.$$

The first three correspond to $D^+$, $D^0$ and $D^-$. The fourth has the second electron without the first, which the real defect cannot have. Call its probability $q$:

$$q=(1-\varphi_1)\varphi_2,\qquad 1-q=\frac{Z}{S_1S_2}.$$

Dividing the three allowed probabilities by $1-q$ reproduces the results of (b):

$$f_+=\frac{P_{00}}{1-q},\quad f_0=\frac{P_{10}}{1-q},\quad f_-=\frac{P_{11}}{1-q}.$$

This holds out of equilibrium as well. The extra configuration is neutral, $+1-1=0$, so its removal changes the mean charge through the normalization alone. In units of the elementary charge,

$$Q=f_+-f_-=\frac{P_{00}-P_{11}}{1-q}=\frac{1-\varphi_1-\varphi_2}{1-q}=\frac{Q_{\text{pair}}}{1-q}.$$

Both models are neutral at the same $n$ and $p$. Elsewhere the pair's charge is too small in magnitude by the fraction $q$ of the defect's charge. For $q\ll1$ the joint probabilities $P_{00}$, $P_{10}$, $P_{11}$ and the charge are accurate to the relative error $q$. The single-centre fractions are accurate only to the absolute error $q$, since $\varphi_2=P_{11}+q$ and $1-\varphi_1=P_{00}+q$ give $\varphi_2-f_-=q(1-f_-)$ and $(1-\varphi_1)-f_+=q(1-f_+)$. A rare charge state can therefore be overestimated by a large factor: for the defect of (h) at $n=10^{12}$ and $p=10^{16}$ cm$^{-3}$, $\varphi_2=1.2\times10^{-5}$ while $f_-=9.6\times10^{-8}$.

## (e) Find the error in the recombination rate

**Question.** Does $q\ll1$ also ensure a good recombination rate?

**Solution.** The pair recombines at the rate $R_{\text{pair}}=R_1+R_2$. For $np\ne n_i^2$, its error relative to its own rate is

$$\delta=\frac{R_{\text{pair}}-R}{R_{\text{pair}}}=\frac{f_-R_1+f_+R_2}{R_1+R_2}.$$

$R_1$ and $R_2$ have the same sign, so $\delta$ is a weighted mean of $f_-$ and $f_+$. It is positive: the pair overestimates the magnitude of $R$, by the factor $1/(1-\delta)$. If nearly all defects are neutral, both $f_-$ and $f_+$ are small, and so is $\delta$.

Now let $n$ grow at fixed $p$ until $c_{ni}n$ far exceeds all other terms in $S_i$ on both links. Then $f_-\to1$, and $q\to0$ because link 1 is filled. But

$$\frac{R_1}{R_2}=\frac{c_{n1}c_{p1}}{c_{n2}c_{p2}}\frac{S_2}{S_1}\to\frac{c_{p1}}{c_{p2}}\equiv a,\qquad \delta\to\frac{R_1}{R_1+R_2}\to\frac{a}{1+a}.$$

The answer is no. The pair keeps a separate filled donor that captures holes at the coefficient $c_{p1}$. The real defect is in $D^-$ and captures holes with $c_{p2}$; hardly any $D^0$ is present to provide the other channel.

For large $p$ at fixed $n$, $f_+\to1$ and $R_2/R_1\to c_{n2}/c_{n1}\equiv b$, so $\delta\to b/(1+b)$. Both $a$ and $b$ compare capture by the neutral state with capture by an oppositely charged state. Coulomb attraction favours small values.

In these two limits one centre suffices: $R\approx R_2$ in strongly n-type material and $R\approx R_1$ in strongly p-type material, provided the neglected term, $(1-f_-)R_1$ or $(1-f_+)R_2$, is small against the one kept.

## (f) Find a condition valid for all carrier densities

**Question.** Bound $\delta$ and $q$ for arbitrary $n$ and $p$ using $a$, $b$ and

$$\sigma=\frac{n_1}{n_2}=\tfrac14e^{-U/kT}.$$

**Solution.** Write $\kappa_i=c_{ni}c_{pi}/S_i$, which is proportional to $R_i$ with the same factor for both links. Since $Z=B_1B_2+A_1S_2\ge A_1S_2$, we have $f_-\le A_2/S_2$. Thus

$$f_-\kappa_1\le\frac{c_{n1}c_{p1}A_2}{S_1S_2}=\kappa_2\,\frac ab\,\frac{A_2}{S_1}\le\kappa_2\,\frac ab\,\frac{A_2}{A_1}.$$

A ratio of sums of positive terms cannot exceed the larger of the term-by-term ratios. With $p_2/p_1=n_1/n_2=\sigma$,

$$\frac{A_2}{A_1}=\frac{c_{n2}n+c_{p2}p_2}{c_{n1}n+c_{p1}p_1}\le\max\!\left(b,\frac\sigma a\right),\qquad f_-\kappa_1\le\kappa_2\max\!\left(a,\frac\sigma b\right).$$

For the other term, $Z=A_1A_2+B_2S_1\ge B_2S_1$ gives $f_+\le B_1/S_1$. Then

$$f_+\kappa_2\le\kappa_1\frac ba\frac{B_1}{S_2}\le\kappa_1\frac ba\frac{B_1}{B_2},\qquad \frac{B_1}{B_2}=\frac{c_{p1}p+c_{n1}n_1}{c_{p2}p+c_{n2}n_2}\le\max\!\left(a,\frac\sigma b\right),$$

so that $f_+\kappa_2\le\kappa_1\max(b,\sigma/a)$. Adding both terms and dividing by $\kappa_1+\kappa_2$ yields

$$\delta\le M=\max\!\left(a,\;b,\;\frac\sigma a,\;\frac\sigma b\right).$$

For the occupations, let $r_i=A_i/B_i$ and $s=r_2/r_1$. Then

$$q=\frac{r_2}{(1+r_1)(1+r_2)}=\frac{s}{1+s+1/r_1+sr_1}\le\frac{s}{(1+\sqrt s)^2},$$

because $1/r_1+sr_1\ge2\sqrt s$. The right-hand side increases with $s$, and the two ratio bounds above give

$$s=\frac{A_2}{A_1}\frac{B_1}{B_2}\le\max\!\left(ab,\frac{\sigma^2}{ab}\right).$$

The conditions $a\ll1$, $b\ll1$ and $\sigma\ll\min(a,b)$ are therefore sufficient for both occupations and recombination, at all carrier densities within the model. The limits in (e) show that small $a$ and $b$ are also necessary for a good rate at all densities. At one particular $n$ and $p$, $\delta$ may be small although $M$ is not.

If $\sigma\le ab$, that is $U\ge-kT\ln(4ab)$, the bound reduces to $M=\max(a,b)$. Raising $U$ further does not lower it. When $a\ge b$, the large-$n$ limit gives $\delta/M=1/(1+a)$, so for small $a$ the bound is nearly reached.

## (g) Separate the roles of correlation energy and capture

**Question.** Examine equilibrium and strong injection, including $U<0$.

**Solution.** In equilibrium (a) gives $r_1=n/n_1$ and $r_2=n/n_2$, so $s=\sigma$. Equality in the bound on $q$ requires $1/r_1=\sigma r_1$, or $n=\sqrt{n_1n_2}$. The largest equilibrium value is therefore

$$q_{\max}=\frac{\sigma}{(1+\sqrt\sigma)^2}.$$

For $U\gg kT$ it is small, and the pair gives the equilibrium occupations to within the absolute error $q$, whatever the capture coefficients. For $U<0$ with $|U|\gg kT$ it approaches one: near this Fermi level the real defect is mostly $D^+$ or $D^-$, while the pair is mostly in the forbidden configuration.

Under strong injection, capture far exceeds emission in every rate, $A_i\approx c_{ni}n$ and $B_i\approx c_{pi}p$. The levels drop out, and $s\approx ab$. Repeating (f) with $A_2/A_1=b$ and $B_1/B_2=a$ gives $\delta\le\max(a,b)$ for either sign of $U$. Capture coefficients now take over the role that $U$ has in equilibrium.

If, still under strong injection, all four coefficients are equal and $n=p$, then $A_i=B_i$ and all four rates coincide. The three occupations are $1/3$ each, $R_1=R_2$ and $\delta=1/3$. A large $U$ does not prevent this failure, because the occupations are then set by the ratios of capture rates $c_{ni}n/(c_{pi}p)$ and not by Boltzmann factors.

## (h) Apply the results to a model defect

**Question.** Take $T=300$ K, a gap of 1.10 eV, $N_c=N_v=2\times10^{19}$ cm$^{-3}$ and $N_t=10^{14}$ cm$^{-3}$. The levels lie 0.35 and 0.75 eV above the valence band edge. The coefficients are $c_{n1}=10^{-7}$, $c_{p1}=4\times10^{-9}$, $c_{n2}=5\times10^{-9}$ and $c_{p2}=4\times10^{-8}$ cm$^3$/s. How good is the pair?

**Solution.** These are round model parameters. They give $a=0.10$, $b=0.05$ and $ab=0.005$. With $U=0.40$ eV, $\sigma=4.8\times10^{-8}$, far below $ab$; the crossover $\sigma=ab$ would occur at $U=0.10$ eV. Hence $\delta\le0.10$ for all $n$ and $p$.

For $n=p=10^{16}$ cm$^{-3}$, emission is a small correction. The largest of the four emission terms is the one in $B_2$, $c_{n2}n_2=5\times10^{-9}\times5.28\times10^{13}=2.6\times10^5$ s$^{-1}$, compared with $c_{p2}p=4\times10^8$ s$^{-1}$. The rates in s$^{-1}$ are

$$A_1=1.00\times10^9,\quad B_1=4.00\times10^7,\quad A_2=5.00\times10^7,\quad B_2=4.00\times10^8 .$$

The products $B_1B_2:A_1B_2:A_1A_2$ are as $1.6:40:5.0$, giving $f_+=0.034$, $f_0=0.858$ and $f_-=0.107$. With $R_1=3.85\times10^{21}$ and $R_2=4.44\times10^{21}$ cm$^{-3}$ s$^{-1}$,

$$R=(1-0.107)R_1+(1-0.034)R_2=7.72\times10^{21}\ \text{cm}^{-3}\,\text{s}^{-1}.$$

The pair gives $8.29\times10^{21}$, so $\delta=0.068$, while $q$ is 0.004. The lifetime $n/R$ is 1.29 µs. The occupations relax in 1.0 and 2.2 ns, so they can follow carrier densities that change on the scale of the lifetime.

For n-type material with $n=10^{16}$ and $p=10^{12}$ cm$^{-3}$, 99.4% of the defects are in $D^-$ and $q=4\times10^{-6}$. The charge is almost perfect, yet $\delta=0.091$, close to $a/(1+a)$. The pair adds $R_1=4.0\times10^{17}$ to $R_2=3.98\times10^{18}$ cm$^{-3}$ s$^{-1}$; the defect's rate is $3.98\times10^{18}$, nearly $R_2$ alone. With the densities interchanged, $\delta=0.048$, close to $b/(1+b)$.

Two changes separate the causes. First, set all coefficients to $10^{-8}$ cm$^3$/s and keep the levels. At $n=p=10^{16}$ cm$^{-3}$ the error rises to 0.33 although $U$ is still 0.40 eV. Second, restore the coefficients and exchange the levels, so that $U=-0.40$ eV. At $n=p=10^{16}$ cm$^{-3}$ the error is 0.069, almost as before. At $n=p=10^{12}$ cm$^{-3}$ emission matters: $f_+$ and $f_-$ are each 0.48, $q=0.86$ and $\delta=0.48$. With the original order of levels the error there is 0.015.

The formulas and the bound were also tested on 1500 random defects, with carrier fluxes counted from a master equation for the spin states. Because $\delta<1$ always, the bound is informative only for $M<1$. This held for fewer than a third of the draws and for almost none with $U<0$, where $M\ge\max(a,\sigma/a)\ge\sqrt\sigma>1/2$. Among the 1413 cases whose net rate stood clear of rounding, the largest $\delta/M$ was 0.998.

The numbers share the limits of the model. Degenerate carriers, two-electron transitions, long-lived excited states or injection-dependent capture would change the rates $A_i$ and $B_i$ or the chain itself.

## Computed values

```
T = 300 K, kT = 0.025852 eV
gap = 1.10 eV, Nc = 2.0e+19, Nv = 2.0e+19 cm^-3
ni = 1.1520e+10 cm^-3, Nt = 1.0e+14 cm^-3
eps1 = 0.35, eps2 = 0.75, U = 0.40 eV
cn1 = 1.0e-07, cp1 = 4.0e-09 cm^3/s
cn2 = 5.0e-09, cp2 = 4.0e-08 cm^3/s
n1 = 2.5151e+06, p1 = 5.2762e+13 cm^-3
n2 = 5.2762e+13, p2 = 2.5151e+06 cm^-3
a = 0.100, b = 0.050, a*b = 0.0050 (no unit)
sigma = 4.7669e-08, bound M = 0.100 (no unit)
U at which sigma = a*b: 0.1011 eV
[n-type] n = 1.0e+16, p = 1.0e+12 cm^-3
  A1 = 1.0002e+09, B1 = 4.0003e+03 1/s
  A2 = 5.0000e+07, B2 = 3.0381e+05 1/s
  f+ = 2.415e-08, f0 = 6.039e-03, f- = 9.940e-01
  phi1 = 0.999996, phi2 = 0.993961, q = 3.975e-06
  charge/e: defect -0.99396, pair -0.99396
  R1 = 3.9991e+17, R2 = 3.9758e+18 cm^-3/s
  R = 3.9783e+18, pair = 4.3758e+18 cm^-3/s
  delta = 0.0908, lifetime = 0.2514 us
[injected] n = 1.0e+16, p = 1.0e+16 cm^-3
  A1 = 1.0002e+09, B1 = 4.0000e+07 1/s
  A2 = 5.0000e+07, B2 = 4.0026e+08 1/s
  f+ = 3.433e-02, f0 = 8.584e-01, f- = 1.072e-01
  phi1 = 0.961546, phi2 = 0.111046, q = 4.270e-03
  charge/e: defect -0.07290, pair -0.07259
  R1 = 3.8454e+21, R2 = 4.4418e+21 cm^-3/s
  R = 7.7224e+21, pair = 8.2872e+21 cm^-3/s
  delta = 0.0682, lifetime = 1.2949 us
[p-type] n = 1.0e+12, p = 1.0e+16 cm^-3
  A1 = 3.1105e+05, B1 = 4.0000e+07 1/s
  A2 = 5.0001e+03, B2 = 4.0026e+08 1/s
  f+ = 9.923e-01, f0 = 7.716e-03, f- = 9.639e-08
  phi1 = 0.007716, phi2 = 0.000012, q = 1.240e-05
  charge/e: defect 0.99228, pair 0.99227
  R1 = 9.9228e+18, R2 = 4.9966e+17 cm^-3/s
  R = 9.9267e+18, pair = 1.0423e+19 cm^-3/s
  delta = 0.0476, lifetime = 0.1007 us
relaxation times, injected: 0.958, 2.238 ns
delta at n=1e18, p=1e12 cm^-3: 0.09091
delta at n=1e12, p=1e18 cm^-3: 0.04762
largest delta, n and p from 1e8 to 1e18 cm^-3: 0.09091
equal coefficients 1.0e-08 cm^3/s, n=p=1e16 cm^-3:
  f+ = 0.3327, f0 = 0.3345, f- = 0.3327, delta = 0.3327
levels exchanged, U = -0.40 eV:
  n=p=1e16 cm^-3: f+ = 0.0354, f0 = 0.8564, f- = 0.1082
    q = 0.0045, delta = 0.0692
  n=p=1e12 cm^-3: f+ = 0.4803, f0 = 0.0363, f- = 0.4834
    q = 0.8648, delta = 0.4817
original levels, n=p=1e12 cm^-3: delta = 0.0148
equilibrium, U = 0.40 eV: largest q = 4.7648e-08
equilibrium, U = 0.05 eV: largest q = 2.5516e-02
equilibrium, U = -0.40 eV: largest q = 9.9826e-01
random defects: 1500, with resolved net rate: 1413
largest delta/M among them: 0.9981
```
